# Why narrow smearing on a coarse k-mesh destabilizes SCF mixing

In a self-consistent calculation for a metal in which each sampled level is smeared, the occupations respond to a change of potential with the density of states (DOS) of the k-mesh, not with that of the band. If a sampled level of weight $W$ lies at the Fermi energy $\mu$ and the Fermi-Dirac smearing $kT$ is narrow, the mesh DOS is

$$D_T=\frac{W}{4kT},\qquad \frac{D_T}{D}=\frac{\delta}{4kT},$$

where $D$ is the true DOS and $\delta$ the spacing of the sampled levels. In the model below, a charge transfer with charging energy $C$ converges under linear mixing, for small errors, if the mixing parameter satisfies

$$0<\alpha<\frac{2}{1+C D_T}.$$

A mesh DOS twenty times too large therefore reduces the allowed $\alpha$ by about an order of magnitude in the example treated here. Two conditions belong to the statement. There must be a level within a few $kT$ of $\mu$; in a gap of the mesh the DOS is far too small instead. And at fixed electron number there must be a second group of states at $\mu$ that shifts differently, since otherwise the charge has nowhere to go.

## The DOS of a mesh

Take the one-dimensional band $\epsilon(k)=-2t\cos ka$, sampled at $N$ equally weighted points $k_ja=2\pi j/N$. Each level has the occupation $f=1/(e^{y}+1)$ with $y=(\epsilon-\mu)/kT$. The number of electrons per cell is $n(\mu)=\sum_j w_jf_j$, where $w_j=2/N$ includes spin. The DOS that governs the response is $D_T=dn/d\mu$ at fixed levels. Since $dy/d\mu=-1/kT$,

$$\frac{\partial f}{\partial\mu}=\frac{1}{kT}\frac{e^y}{(e^y+1)^2}=\frac{f(1-f)}{kT},\qquad D_T=\sum_j w_j\frac{f_j(1-f_j)}{kT}.$$

The product $f(1-f)$ is largest at $f=1/2$, where it equals $1/4$. This is the origin of the factor $1/(4kT)$: a level is a peak of fixed area $W$, and narrowing the peak raises it.

For the true band, states below $\mu$ satisfy $\cos ka>-\mu/2t$, that is $|ka|<\arccos(-\mu/2t)$. They fill this angle out of $\pi$, so with two spins

$$n(\mu)=\frac{2}{\pi}\arccos\left(-\frac{\mu}{2t}\right),\qquad D(\mu)=\frac{2}{\pi\sqrt{4t^2-\mu^2}}.$$

At half filling $\mu=0$ and $D=1/(\pi t)$.

Now let $N$ be a multiple of 4. The points $ka=\pm\pi/2$ then belong to the mesh and have $\epsilon=0=\mu$. Two points and two spins give $W=4/N$. Near these points $|d\epsilon/d(ka)|=2t$, and neighbouring points differ by $2\pi/N$ in $ka$, so $\delta=4\pi t/N$. Hence

$$D_T\approx\frac{4/N}{4kT}=\frac{1}{NkT},\qquad \frac{D_T}{D}\approx\frac{\pi t}{NkT}=\frac{\delta}{4kT}.$$

The true DOS is $W/\delta$: one level per spacing. The mesh has replaced the width $\delta$ by the width $4kT$.

As an example take round parameters, $t=1$ eV, $N=16$ and $kT=0.01$ eV, which corresponds to 116 K. Then $W=0.25$ and $\delta=0.785$ eV. The mesh DOS is $0.25/0.04=6.25$ per eV, the true one 0.318 per eV, and the ratio is 19.6. All DOS values here are per cell and per chain, with both spins.

## How much smearing removes the error

To include neighbouring levels, treat the spectrum near $\mu$ as equally spaced, with levels at $\mu+(j+\theta)\delta$. The offset $\theta$ is 0 for a level at $\mu$ and $1/2$ for $\mu$ midway between two levels. With $g(\epsilon)=f(1-f)/kT$ measured from $\mu$ and $D=W/\delta$,

$$\frac{D_T}{D}=\delta\sum_j g\big((j+\theta)\delta\big).$$

This has period 1 in $\theta$, so it is a Fourier series. Its coefficient of $e^{2\pi im\theta}$ is an integral over one period of a sum over $j$, which joins into one integral over the whole line:

$$c_m=\delta\int_{-\infty}^{\infty}g(u\delta)e^{-2\pi imu}du=\int_{-\infty}^{\infty}g(\epsilon)e^{-2\pi im\epsilon/\delta}d\epsilon .$$

Because $g$ is even, the sign of the exponent does not matter. Put $b=2\pi m\,kT/\delta$ and $p=e^y/(1+e^y)$, so that $dp=e^y\,dy/(1+e^y)^2$ and $e^y=p/(1-p)$. Then

$$c_m=\int_0^1p^{ib}(1-p)^{-ib}dp=\Gamma(1+ib)\Gamma(1-ib)=\frac{\pi b}{\sinh\pi b},$$

by the beta integral and the reflection formula of the gamma function. With $z=2\pi^2kT/\delta$ we have $\pi b=mz$. The term $m=0$ equals 1, and the terms $\pm m$ combine into cosines:

$$\frac{D_T}{D}=1+2\sum_{m=1}^{\infty}\frac{mz}{\sinh mz}\cos2\pi m\theta .$$

The average over $\theta$ is 1. The mesh thus creates no density of states on average; it gathers it at the levels and removes it from the gaps. For large $z$ the leading error is $4ze^{-z}\cos2\pi\theta$, which falls exponentially with the smearing.

At $kT=\delta/4$ the ratio is 1.144 with a level at $\mu$ and 0.860 midway. At $kT=\delta/3$ the two values are 1.037 and 0.964. So $kT\approx\delta/4$ is a reasonable mark for a mesh DOS within about 15% of the true one, as long as the levels near $\mu$ are nearly equally spaced. The factor $1/4$ and this mark belong to Fermi-Dirac smearing. For Gaussian smearing, with occupation $\tfrac12\,\mathrm{erfc}[(\epsilon-\mu)/\sigma]$, the peak is $W/(\sigma\sqrt\pi)$, and at $\sigma=\delta/4$ the ratio is still 2.26 with a level at $\mu$ and 0.08 midway. First-order Methfessel-Paxton smearing makes the mesh DOS negative beside a level.

For the cosine band with $N=16$, the ratio falls from 19.6 at $kT=0.01$ eV to 3.93 at 0.05 eV and 1.15 at 0.20 eV. At the last value the equal-spacing formula gives 1.134 and the band 1.153. Most of this difference comes from the curvature of the true DOS: $D(\epsilon)\approx D(0)(1+\epsilon^2/8t^2)$, and the average of $\epsilon^2$ over $g$ is $\pi^2(kT)^2/3$, which raises the ratio by $\pi^2(0.2)^2/24=0.016$.

## Why a level sits at the Fermi energy

Half filling on this mesh may look like a special choice. But $\mu$ is not free: it is fixed by the electron number. If that number does not complete a shell of degenerate levels, then for narrow smearing one shell must be partly filled, with some fraction $f$. Inverting the Fermi function gives

$$\mu=\epsilon+kT\ln\frac{f}{1-f},$$

so $\mu$ stays within a few $kT$ of the level unless $f$ is close to 0 or 1. The DOS is $Wf(1-f)/kT$.

For 0.8 electrons per cell and $N=16$, the points $j=0,\pm1,\pm2$ are full and hold $5\times2/16=0.625$ electrons. The next pair has $f=(0.8-0.625)/0.25=0.70$. Its level is at $-0.7654$ eV and $\mu$ is at $-0.7569$ eV. The mesh DOS is $0.25\times0.21/0.01=5.25$ per eV, which is 15.7 times the true value at this filling.

If all fillings of the shell are equally likely, the mean DOS follows from $\int_0^1f(1-f)df=1/6$. It is $W/(6kT)=4.17$ per eV, two thirds of the maximum. The excess is thus the usual situation for a partly filled shell.

## Charge needs somewhere to go

A large DOS does not by itself mean a large charge response. Let two subsystems A and B share one Fermi level, and let their levels shift rigidly by $\delta v_A$ and $\delta v_B$. An occupation depends on $\epsilon-\mu$, so to first order

$$\delta n_A=-D_A(\delta v_A-\delta\mu),\qquad \delta n_B=-D_B(\delta v_B-\delta\mu).$$

The total number is fixed. Setting the sum to zero gives

$$\delta\mu=\frac{D_A\delta v_A+D_B\delta v_B}{D_A+D_B},\qquad \delta v_A-\delta\mu=\frac{D_B(\delta v_A-\delta v_B)}{D_A+D_B},$$

and therefore

$$\delta n_A=-\frac{D_AD_B}{D_A+D_B}(\delta v_A-\delta v_B).$$

The two DOS values combine like capacitors in series, and the smaller one limits the transfer. With subsystem A alone, $\delta\mu=\delta v_A$ and its occupations do not change, however large $D_A$ is. (A potential can also deform the orbitals; that response is absent from this model.)

Two chains with the parameters above show this. In the three cases that follow, $\mu$ is kept at the level of A, so the total number of electrons is 2, 1.92 and 1.875. When both have a level at $\mu$, the transfer response is 3.125 per eV. If the levels of B are raised by 0.015 eV, $D_B$ drops to 3.73 per eV and the response to 2.34 per eV. If they are raised by 0.3 eV, B has no level near $\mu$, and the response vanishes to the printed accuracy although $D_A$ is still 6.25 per eV. With the total held at 2 instead, $\mu$ lies midway between the two levels: the offset of 0.015 eV gives $D_A=D_B=5.45$ per eV and a response of 2.72 per eV, and the offset of 0.3 eV leaves both DOS values negligible. These offsets are those of the final, self-consistent levels. The charging energy of the next section can pull the levels back together: with $C=5$ eV and a total of 2, a transfer of 0.029 electrons reduces a bare offset of 0.3 eV to 0.0095 eV, and the limit on $\alpha$ is then 0.065, hardly above the value without offset.

## The SCF iteration

Now take two equal, half-filled chains with no hopping between them. Let $x$ electrons per cell move from B to A, so $n_A=1+x$ and $n_B=1-x$. In mean field, give the transfer an electrostatic energy $Cx^2$ with $C>0$. Since $x=(n_A-n_B)/2$, its derivatives with respect to $n_A$ and $n_B$ are the potentials $+Cx$ and $-Cx$. Extra electrons on A raise the levels of A.

The mesh levels are symmetric about zero, so $n(\mu)+n(-\mu)=2$. With $\mu=0$ the shifted chains hold $n(-Cx)$ and $n(Cx)$ electrons, which add to the required 2. The output transfer is therefore

$$F(x)=\frac{n(-Cx)-n(Cx)}{2}=n(-Cx)-1,\qquad F'(0)=-CD_T.$$

The series formula gives the same slope: its prefactor is $D_T/2$ and the potential difference is $2Cx$. Because $n$ increases with its argument, $F$ decreases with $x$. It can meet the line $F=x$ once, at $x=0$. The self-consistent state is unique and unaffected by the excess DOS; what suffers is the way to it.

Linear mixing sets $x_{i+1}=x_i+\alpha[F(x_i)-x_i]$. For small $x$ this becomes

$$x_{i+1}=\left[1-\alpha(1+CD_T)\right]x_i .$$

The error decays if the bracket lies between $-1$ and $1$. The upper bound requires $\alpha>0$, and the lower one gives $\alpha<2/(1+CD_T)$. Beyond it each mixed step overshoots by more than the error it corrects: a small excess on A drives a larger deficit in the next step.

With $C=5$ eV the true DOS gives $CD=1.59$ and a limit $\alpha=0.77$. The coarse mesh gives $CD_T=31.25$ and a limit $2/32.25=0.062$. At $\alpha=0.3$, comfortable for the true metal, the error factor is $1-0.3\times32.25=-8.7$.

One may of course lower $\alpha$ below 0.062. But an error component with negligible response then shrinks by only $1-\alpha$ per step. Even at the limit this is 0.938, so one decimal digit costs $\ln10/0.064\approx36$ steps.

## Where the growth stops

With an isolated level at $\mu$, the linear law ends when $Cx$ is comparable with $kT$. As long as neighbouring levels stay away from $\mu$, just the pair at the Fermi energy changes its occupation, and

$$F(x)=W\left[\frac{1}{e^{Cx/kT}+1}-\frac12\right]=-\frac W2\tanh\frac{Cx}{2kT}.$$

The output cannot exceed $W/2$: the level is then empty on one chain and full on the other. A cycle that alternates between $X$ and $-X$ must satisfy $-X=(1-\alpha)X+\alpha F(X)$, or

$$\frac{2-\alpha}{\alpha}X=\frac W2\tanh\frac{CX}{2kT}.$$

The right side starts with slope $CW/(4kT)=CD_T$ and bends downward. A nonzero solution therefore exists if $CD_T>2/\alpha-1$, which is the condition for linear instability again. Well above threshold the hyperbolic tangent is 1 and

$$X=\frac{\alpha W}{2(2-\alpha)},\qquad kT\ll CX .$$

The next level must also lie many $kT$ beyond the shift $CX$. In this regime $F$ is flat, so a small deviation from the cycle is multiplied by $1-\alpha$ per step and dies out for $0<\alpha<1$. The cycle attracts nearby iterates. A large starting error can end elsewhere: at $\alpha=0.6$ a start at $x=0.5$ leads to a cycle in which the output alternates between $\pm1$ and $|x|=\alpha/(2-\alpha)=0.43$.

For $\alpha=0.3$ the formula gives $X=0.075/3.4=0.0221$ electrons. The run started at $x=0.01$ goes to $-0.030$, $0.017$, $-0.026$ and settles at this amplitude. The first step is smaller than the linear factor would give because $Cx=0.05$ eV is already $5kT$. In the final cycle the levels move by $\pm0.11$ eV, eleven times $kT$ but well short of the next level at 0.77 eV, and the output alternates between $\pm0.125=\pm W/2$. The residual stays finite for any number of steps.

## What helps, and what hides the problem

Wider smearing lowers the peak. For stability alone, with one isolated pair at $\mu$, the condition $CW/(4kT)<2/\alpha-1$ gives

$$kT>\frac{\alpha CW}{4(2-\alpha)}=\frac{0.3\times5\times0.25}{4\times1.7}\ \text{eV}=0.055\ \text{eV}.$$

This is smaller than $\delta/4=0.196$ eV, the mark for a realistic DOS. An SCF cycle can thus converge while its mesh DOS is still several times too large. At $kT=0.20$ eV the limit on $\alpha$ is 0.71, close to that of the true DOS, and at $\alpha=0.3$ the error shrinks by a factor 0.15 per step. The price is that the converged occupations are those of a much hotter electron gas.

A denser mesh keeps the smearing narrow. The mark $\delta=4kT$ requires $N=\pi t/kT=314$, or 316 as the next multiple of 4. The limit is again 0.71 and the error factor 0.16. Halving $kT$ requires twice as many points in one dimension.

Shifting the 16-point mesh by half a step places $\mu$ in a gap, with the nearest levels 0.39 eV away. The local response is then negligible and small errors decay even at $\alpha=1$, a value at which the true metal, with its limit of 0.77, would be unstable. The stability is local. A start at $x=0.05$ shifts the levels by 0.25 eV, none crosses $\mu$, and the error vanishes. A start at $x=0.10$ shifts them by 0.5 eV. A whole pair crosses, and the output is $-W=-0.25$. The next shift, 1.25 eV, also takes the second pair at $2t\sin(3\pi/16)=1.11$ eV across, giving $+0.5$. The shift is now 2.5 eV, more than half the bandwidth, and from then on the full electron of each chain sloshes back and forth, with $|x|=1$. The shifted mesh has hidden the metallic response from small errors without removing it.

These thresholds hold for linear mixing of one charge-transfer variable. Preconditioned or multi-step mixing changes the error factor, but it works with the same map $F$. Since $F(x)=n(-Cx)-1$, the slope of this map is $-C$ times the mesh DOS at $-Cx$. With an isolated level at $\mu$ it stays close to its value at $x=0$ only while $Cx$ is small compared with $kT$; where the mesh DOS is nearly constant, it does so over a wider range. On the coarse mesh with a level at $\mu$, $F$ saturates once $Cx$ exceeds a few $kT$, until the shift reaches the next level.

## Calculated quantities

```
hopping t = 1.00 eV, charging energy C = 5.00 eV
k-points N = 16, smearing kT = 0.010 eV, alpha = 0.30
temperature equal to kT = 116.0 K
weight W of level at mu = 0.2500 electrons per cell
linearized level spacing = 0.7854 eV
actual distance to next level = 0.7654 eV
true DOS at half filling = 0.3183 per eV
mesh DOS at half filling = 6.2500 per eV
ratio mesh/true = 19.63
half-step shifted mesh: nearest level at 0.3902 eV from mu
shifted mesh: DOS at mu is below 1e-6 of the true DOS
smearing (eV) | band mesh/true DOS | equal-spacing formula
  0.01 | 19.635 | 19.635
  0.02 | 9.817 | 9.817
  0.05 | 3.927 | 3.927
  0.10 | 1.971 | 1.970
  0.20 | 1.153 | 1.134
kT/spacing = 0.250: ratio with level at mu 1.144, midway 0.860
kT/spacing = 0.333: ratio with level at mu 1.037, midway 0.964
filling 0.80: level at -0.7654 eV, mu = -0.7569 eV, f = 0.70
filling 0.80: mesh DOS 5.250, true DOS 0.3347 per eV, ratio 15.69
mesh DOS averaged over filling of the shell = 4.1667 per eV
chain B offset 0.000 eV: DOS A 6.250, B 6.250, transfer response 3.125 per eV
chain B offset 0.015 eV: DOS A 6.250, B 3.729, transfer response 2.335 per eV
chain B offset 0.300 eV: DOS A 6.250, B 0.000, transfer response 0.000 per eV
dense mesh N = 316, wide smearing = 0.20 eV
true DOS: C*DOS = 1.592, alpha limit 0.7717
coarse, narrow: map slope -31.250, alpha limit 0.0620, error factor at alpha 0.30: -8.675
coarse, wide: map slope -1.835, alpha limit 0.7054, error factor at alpha 0.30: 0.149
dense, narrow: map slope -1.816, alpha limit 0.7103, error factor at alpha 0.30: 0.155
coarse, narrow: x = 0.01000 -0.03000 0.01650 -0.02593 0.01935 -0.02395
coarse, wide: x = 0.01000 0.00151 0.00023 0.00003 0.00001 0.00000
dense, narrow: x = 0.01000 0.00214 0.00039 0.00006 0.00001 0.00000
two-cycle amplitude: run 0.02206, formula 0.02206 electrons
level shift in the two-cycle = 0.1103 eV
map output in the two-cycle = 0.1250 electrons
shifted mesh, alpha 1.00, start 0.05: |x| after 30 steps = 0.0000 electrons
shifted mesh, alpha 1.00, start 0.10: |x| after 30 steps = 1.0000 electrons
```
